# Transconductance of a silicon transistor with velocity-saturated electrons: verification in Python

```python
"""
Result under test: an MOS channel whose electrons all move at speed v has
transconductance per width g = C v, C = kappa/(4 pi t), whatever its length.
With speed mu E/(1+E/Ec), v = mu Ec, a channel of length L has instead
    g = C v [1 - (1 + 2U/(Ec L))**(-1/2)],   U = gate overdrive.
Atomic units inside (e = hbar = m_e = 4 pi eps0 = 1); charges and currents are
magnitudes; currents are per unit width. Engineering units are used in output.
The later parts size effects left out of this classical model.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

pc = sc.physical_constants
bohr = pc["Bohr radius"][0]
hartree_eV = pc["Hartree energy in eV"][0]
speed_au = pc["atomic unit of velocity"][0]
time_au = pc["atomic unit of time"][0]
current_au = pc["atomic unit of current"][0]
field_au = hartree_eV / bohr                       # V/m
nm = 1e-9 / bohr
cm_s = 1e-2 / speed_au
volt = 1 / hartree_eV
to_mS_um = current_au / hartree_eV / bohr * 1e-3   # S/m to mS/um
to_mA_um = current_au / bohr * 1e-3                # A/m to mA/um
to_uF_cm2 = sc.e / hartree_eV / bohr**2 * 100      # F/m2 to uF/cm2
to_per_cm2 = 1 / (bohr * 100)**2

# Inputs; the material and device values are rough typical ones
kappa_ox, kappa_si = 3.9, 11.7
t_ox = 1.0 * nm
v_sat = 1e7 * cm_s
overdrive = 0.5 * volt
mobility_cm2 = 200.0
mobility = mobility_cm2 * 1e-4 * field_au / speed_au
temperature = 300.0
kT = sc.k * temperature / sc.e * volt
E_c = v_sat / mobility

# Capacitance from Coulomb's law: potential between two opposite sheets
sheet_integral = quad(lambda s: 1 - s / np.hypot(s, 1), 0, np.inf)[0]
C_coulomb = kappa_ox / (4 * np.pi * t_ox * sheet_integral)
C_ox = kappa_ox / (4 * np.pi * t_ox)
assert abs(C_coulomb / C_ox - 1) < 1e-6
g_limit = C_ox * v_sat
g_SI = sc.epsilon_0 * kappa_ox / 1e-9 * 1e5 * 1e-3
assert abs(g_limit * to_mS_um / g_SI - 1) < 1e-7


def length_used(current, v_drain, U):
    """Length needed to drop v_drain at this current: integral of dV/E."""
    def inverse_field(V):
        speed = current / (C_ox * (U - V))
        return mobility * (1 - speed / v_sat) / speed
    return quad(inverse_field, 0, v_drain)[0]


def saturated_current_numeric(L, U):
    """Current at which the drain-end speed just reaches v_sat."""
    top = C_ox * v_sat * U
    x = brentq(lambda f: length_used(f * top, U * (1 - f), U) - L,
               1e-4, 1 - 1e-9, xtol=1e-14)
    return x * top


def saturation_voltage(L, U):
    return E_c * L * (np.sqrt(1 + 2 * U / (E_c * L)) - 1)


def saturated_current(L, U):
    return C_ox * v_sat * (U - saturation_voltage(L, U))


def g_formula(L, U):
    return g_limit * (1 - 1 / np.sqrt(1 + 2 * U / (E_c * L)))


def current_below_saturation(L, U, v_drain):
    return (mobility * C_ox * (U * v_drain - v_drain**2 / 2)
            / (L + v_drain / E_c))


def g_numeric(L, U):
    h = 1e-3 * U
    return (saturated_current_numeric(L, U + h)
            - saturated_current_numeric(L, U - h)) / (2 * h)


L_ref = 50 * nm
V_s = saturation_voltage(L_ref, overdrive)
I_ref = saturated_current_numeric(L_ref, overdrive)
assert abs(I_ref / saturated_current(L_ref, overdrive) - 1) < 1e-7
I_part = current_below_saturation(L_ref, overdrive, 0.6 * V_s)
assert abs(length_used(I_part, 0.6 * V_s, overdrive) / L_ref - 1) < 1e-7
drain_scan = np.linspace(0, overdrive, 20001)
I_scan = current_below_saturation(L_ref, overdrive, drain_scan)
assert abs(I_scan.max() / I_ref - 1) < 1e-6
assert abs(drain_scan[I_scan.argmax()] / V_s - 1) < 1e-3

lengths_nm = [1000, 100, 50, 20, 10]
g_table = []
for L_nm in lengths_nm:
    g_num = g_numeric(L_nm * nm, overdrive)
    assert abs(g_num / g_formula(L_nm * nm, overdrive) - 1) < 1e-5
    g_table.append(g_num)
assert np.all(np.diff(g_table) > 0) and g_table[-1] < g_limit
assert abs(g_numeric(1e-3 * nm, overdrive) / g_limit - 1) < 5e-3
L_long = 20000 * nm
assert abs(g_formula(L_long, overdrive)
           / (mobility * C_ox * overdrive / L_long) - 1) < 0.01
L_90 = 2 * overdrive / (99 * E_c)
assert abs(g_numeric(L_90, overdrive) / g_limit - 0.9) < 1e-5

# Source resistance: solve the circuit, then difference the current
R_ohm_um = 100.0
R_source = R_ohm_um * 1e-6 / bohr * current_au / hartree_eV


def current_with_R(U):
    top = U / R_source
    x = brentq(lambda f: f * top - saturated_current(L_ref, U * (1 - f)),
               0, 1 - 1e-6, xtol=1e-14)
    return x * top


h = 1e-3 * overdrive
g_R_num = (current_with_R(overdrive + h)
           - current_with_R(overdrive - h)) / (2 * h)
U_inside = overdrive - R_source * current_with_R(overdrive)
g_inside = g_formula(L_ref, U_inside)
assert abs(g_R_num / (g_inside / (1 + g_inside * R_source)) - 1) < 1e-5
g_limit_R = g_limit / (1 + g_limit * R_source)

# Electrons of the lowest silicon subband, two valleys, light in-plane mass
m_plane, m_normal, valleys = 0.19, 0.92, 2
dos = valleys * m_plane / np.pi
n_sheet = C_ox * overdrive


def forward_states(fermi, thermal, points=600):
    """Density and flux of states with kx > 0, summed on a k mesh."""
    k_max = np.sqrt(2 * m_plane * (max(fermi, 0) + 30 * thermal))
    dk = k_max / points
    k = (np.arange(points) + 0.5) * dk
    kx, ky = np.meshgrid(k, k, indexing="ij")
    filled = expit((fermi - (kx**2 + ky**2) / (2 * m_plane)) / thermal)
    weight = 2 * 2 * valleys * dk**2 / (4 * np.pi**2)  # spin, sign of ky
    return weight * filled.sum(), weight * (filled * kx).sum() / m_plane


def forward_slopes(fermi, thermal, points=600):
    """d(flux)/d(density) and d(density)/d(Fermi energy)."""
    step = 0.05 * thermal
    n_up, j_up = forward_states(fermi + step, thermal, points)
    n_dn, j_dn = forward_states(fermi - step, thermal, points)
    return (j_up - j_dn) / (n_up - n_dn), (n_up - n_dn) / (2 * step)


# Cold limit of the ballistic speeds
fermi_cold = 0.1 * volt
v_fermi = np.sqrt(2 * fermi_cold / m_plane)
n_cold, j_cold = forward_states(fermi_cold, fermi_cold / 40)
slope_cold = forward_slopes(fermi_cold, fermi_cold / 40)[0]
assert abs(j_cold / n_cold / (4 * v_fermi / (3 * np.pi)) - 1) < 5e-3
assert abs(slope_cold / (2 * v_fermi / np.pi) - 1) < 5e-3

# Charge depth and density of states in series with the oxide
depth = 1.0 * nm
C_depth = kappa_si / (4 * np.pi * depth)
C_dos = dos * (1 - np.exp(-n_sheet / (dos * kT)))
C_eff = 1 / (1 / C_ox + 1 / C_depth + 1 / C_dos)
fermi_eq = kT * np.log(np.expm1(n_sheet / (dos * kT)))
assert abs(2 * forward_states(fermi_eq, kT)[0] / n_sheet - 1) < 1e-3
step = 0.05 * kT
n_pair = [2 * forward_states(fermi_eq + s, kT)[0] for s in (-step, step)]
gate_pair = [n / C_ox + n / C_depth + fermi_eq + s
             for n, s in zip(n_pair, (-step, step))]
C_eff_num = (n_pair[1] - n_pair[0]) / (gate_pair[1] - gate_pair[0])
assert abs(C_eff_num / C_eff - 1) < 2e-3

# Ballistic source: the same charge held by forward states alone
fermi_bal = brentq(lambda f: forward_states(f, kT)[0] / n_sheet - 1,
                   -5 * kT, 20 * kT, xtol=1e-12)
n_bal, j_bal = forward_states(fermi_bal, kT)
v_mean = j_bal / n_bal
v_diff, C_dos_bal = forward_slopes(fermi_bal, kT)
v_diff_coarse = forward_slopes(fermi_bal, kT, 300)[0]
mesh_shift = abs(v_diff / v_diff_coarse - 1)
assert mesh_shift < 1e-3
g_ballistic = v_diff / (1 / C_ox + 1 / C_depth + 1 / C_dos_bal)
assert g_ballistic > g_limit
free_path = v_mean * m_plane * mobility            # speed times Drude time
assert L_90 < free_path

# Direct tunnelling: wave equation through the tilted oxide barrier
barrier, m_ox, E_normal = 3.1 * volt, 0.4, 0.2 * volt


def barrier_at(z):
    return barrier - overdrive * z / t_ox


speed_channel = np.sqrt(2 * E_normal / m_normal)
speed_gate = np.sqrt(2 * (E_normal + overdrive) / m_normal)
wave = solve_ivp(lambda z, y: [m_ox * y[1],
                               2 * (barrier_at(z) - E_normal) * y[0]],
                 (t_ox, 0), np.array([1, 1j * speed_gate], complex),
                 rtol=1e-9, atol=1e-10).y[:, -1]
incident = (wave[0] + wave[1] / (1j * speed_channel)) / 2
transmission = speed_gate / (speed_channel * abs(incident)**2)
wkb = np.exp(-2 * quad(lambda z: np.sqrt(
    2 * m_ox * (barrier_at(z) - E_normal)), 0, t_ox)[0])
assert 0.2 < transmission / wkb < 5                # prefactor of order one
mean_force = 2 * np.pi * n_sheet / kappa_si        # half the surface field
attempt_rate = mean_force / (2 * m_normal * speed_channel)
J_gate = n_sheet * attempt_rate * transmission
leak_ratio = J_gate * L_ref / I_ref
assert leak_ratio < 0.01

breakdown_MV_cm = 10.0
oxide_field = overdrive / t_ox * field_au * 1e-8   # V/m to MV/cm
assert oxide_field < breakdown_MV_cm

print(f"oxide relative permittivity           {kappa_ox:.1f}")
print(f"oxide thickness                       {t_ox/nm:.1f} nm")
print(f"oxide thickness, atomic units         {t_ox:.3f} bohr")
print(f"saturated speed                       {v_sat/cm_s:.1e} cm/s")
print(f"saturated speed, atomic units         {v_sat:.5f} a.u.")
print(f"oxide capacitance                     {C_ox*to_uF_cm2:.3f} uF/cm2")
print(f"LIMIT g = C v, atomic units           {g_limit:.4e} a.u.")
print(f"unit of g: 1 a.u.                     {to_mS_um:.1f} mS/um")
print(f"LIMIT g = C v                         {g_limit*to_mS_um:.3f} mS/um")
print(f"same from SI formula                  {g_SI:.3f} mS/um")
print(f"gate overdrive                        {overdrive/volt:.2f} V")
print(f"mobility (rough)                      {mobility_cm2:.0f} cm2/Vs")
print(f"temperature                           {temperature:.0f} K")
print(f"critical field Ec                     {E_c*field_au*1e-8:.3f} MV/cm")
for L_nm, g_num in zip(lengths_nm, g_table):
    print(f"g at L = {L_nm:4d} nm                      "
          f"{g_num*to_mS_um:.3f} mS/um, {g_num/g_limit:.3f} of limit")
print(f"Ec L at L = 50 nm                     {E_c*L_ref/volt:.3f} V")
print(f"saturation voltage at 50 nm           {V_s/volt:.3f} V")
print(f"saturated current at 50 nm            {I_ref*to_mA_um:.3f} mA/um")
print(f"transit time at v over 50 nm          "
      f"{L_ref/v_sat*time_au*1e12:.2f} ps")
print(f"length for 90% of limit               {L_90/nm:.2f} nm")
print(f"mean free path (rough)                {free_path/nm:.1f} nm")
print(f"oxide field                           {oxide_field:.1f} MV/cm")
print(f"breakdown field (rough input)         {breakdown_MV_cm:.0f} MV/cm")
print(f"source resistance (rough input)       {R_ohm_um:.0f} ohm um")
print(f"limit with source resistance          {g_limit_R*to_mS_um:.2f} mS/um")
print(f"g at 50 nm with source resistance     {g_R_num*to_mS_um:.2f} mS/um")
print(f"sheet density at source               {n_sheet*to_per_cm2:.2e} cm-2")
print(f"degeneracy n/(D kT)                   {n_sheet/(dos*kT):.2f}")
print(f"in-plane, normal mass (rough)         {m_plane}, {m_normal} m_e")
print(f"silicon relative permittivity         {kappa_si:.1f}")
print(f"charge depth (rough input)            {depth/nm:.1f} nm")
print(f"charge-depth capacitance              {C_depth*to_uF_cm2:.2f} uF/cm2")
print(f"density-of-states capacitance         {C_dos*to_uF_cm2:.1f} uF/cm2")
print(f"effective capacitance                 {C_eff*to_uF_cm2:.2f} uF/cm2")
print(f"limit with effective capacitance      "
      f"{C_eff*v_sat*to_mS_um:.2f} mS/um")
print(f"ballistic mean speed                  {v_mean/cm_s:.2e} cm/s")
print(f"ballistic d(flux)/dn                  {v_diff/cm_s:.2e} cm/s")
print(f"its shift, 300 to 600 mesh points     {mesh_shift:.1e} (relative)")
print(f"ballistic g, one subband (rough)      "
      f"{g_ballistic*to_mS_um:.1f} mS/um")
print(f"barrier, electron energy (rough)      "
      f"{barrier/volt:.1f}, {E_normal/volt:.1f} eV")
print(f"oxide tunnelling mass (rough)         {m_ox:.1f} m_e")
print(f"oxide transmission: wave, WKB         {transmission:.1e}, {wkb:.1e}")
print(f"attempt rate                          {attempt_rate/time_au:.1e} s-1")
print(f"gate leakage (rough)                  "
      f"{J_gate*current_au*to_per_cm2:.0e} A/cm2")
print(f"gate/drain current at 50 nm           {leak_ratio:.0e}")
print("verified")
```

Running it gives:

```
oxide relative permittivity           3.9
oxide thickness                       1.0 nm
oxide thickness, atomic units         18.897 bohr
saturated speed                       1.0e+07 cm/s
saturated speed, atomic units         0.04571 a.u.
oxide capacitance                     3.453 uF/cm2
LIMIT g = C v, atomic units           7.5071e-04 a.u.
unit of g: 1 a.u.                     4599.8 mS/um
LIMIT g = C v                         3.453 mS/um
same from SI formula                  3.453 mS/um
gate overdrive                        0.50 V
mobility (rough)                      200 cm2/Vs
temperature                           300 K
critical field Ec                     0.050 MV/cm
g at L = 1000 nm                      0.301 mS/um, 0.087 of limit
g at L =  100 nm                      1.459 mS/um, 0.423 of limit
g at L =   50 nm                      1.909 mS/um, 0.553 of limit
g at L =   20 nm                      2.412 mS/um, 0.698 of limit
g at L =   10 nm                      2.700 mS/um, 0.782 of limit
Ec L at L = 50 nm                     0.250 V
saturation voltage at 50 nm           0.309 V
saturated current at 50 nm            0.659 mA/um
transit time at v over 50 nm          0.50 ps
length for 90% of limit               2.02 nm
mean free path (rough)                4.8 nm
oxide field                           5.0 MV/cm
breakdown field (rough input)         10 MV/cm
source resistance (rough input)       100 ohm um
limit with source resistance          2.57 mS/um
g at 50 nm with source resistance     1.55 mS/um
sheet density at source               1.08e+13 cm-2
degeneracy n/(D kT)                   2.63
in-plane, normal mass (rough)         0.19, 0.92 m_e
silicon relative permittivity         11.7
charge depth (rough input)            1.0 nm
charge-depth capacitance              10.36 uF/cm2
density-of-states capacitance         23.6 uF/cm2
effective capacitance                 2.33 uF/cm2
limit with effective capacitance      2.33 mS/um
ballistic mean speed                  2.22e+07 cm/s
ballistic d(flux)/dn                  3.15e+07 cm/s
its shift, 300 to 600 mesh points     3.2e-06 (relative)
ballistic g, one subband (rough)      6.8 mS/um
barrier, electron energy (rough)      3.1, 0.2 eV
oxide tunnelling mass (rough)         0.4 m_e
oxide transmission: wave, WKB         2.2e-05, 2.6e-05
attempt rate                          2.9e+13 s-1
gate leakage (rough)                  1e+03 A/cm2
gate/drain current at 50 nm           8e-04
verified
```
